# Lone-Pair Delocalization and the Bending Energy of Trisilylamine

## Problem

In planar trisilylamine, N(SiH₃)₃, the nitrogen lone pair can delocalize into antibonding Si–H orbitals. Estimate the resulting stabilization from three equal second-order interactions, and compare it with the energy needed to make the nitrogen pyramidal.

The planar molecule has a threefold axis along $z$, and each silyl group has one Si–H bond in the NSi₃ plane. The other two Si–H bonds are mirror images above and below it. The N–Si length is 3.28 bohr, the Si–H length is 2.80 bohr, and the angles at silicon are tetrahedral. Bending changes the Si–N–Si angle $\theta$, with bond lengths and the shape and orientation of each silyl group relative to its N–Si bond held fixed.

The data come from restricted Hartree–Fock theory in the 6-31G* basis. The Fock operator $F$ is expressed in intrinsic atomic orbitals: an orthonormal, minimal set of atom-like orbitals, adapted to the molecule so that it spans the occupied space. Let $n$ be the lone-pair orbital and $a_i$ the π-type acceptor on silyl group $i$, with

$$t=\langle n|F|a_i\rangle,\qquad \Delta=\langle a_i|F|a_i\rangle-\langle n|F|n\rangle .$$

The total energy above that of the planar molecule is $W$. Energies are in rydberg.

| $\theta$ | $t$ | $\Delta$ | $W$ |
|---|---:|---:|---:|
| 120° | −0.3052 | 1.4475 | 0 |
| 115° | −0.2889 | 1.5313 | 0.01596 |
| 110° | −0.2709 | 1.6270 | 0.03798 |

In the planar molecule two different acceptors are coupled by $s=\langle a_i|F|a_j\rangle=-0.0287$ Ry.

(a) Show that each silyl group supplies one valence acceptor for the planar lone pair.

(b) Derive and evaluate the second-order stabilization $E_2$.

(c) Examine its accuracy beyond second order.

(d) Find how bending changes the interaction, and decide what a comparison with $W$ can establish.

## Solution

### (a) One acceptor per silyl group

Reflection in the molecular plane changes the sign of the nitrogen $2p_z$ orbital, which is the planar lone pair $n$. The Fock operator is unchanged by this reflection, so it couples $n$ only to other odd orbitals.

Each silyl group contributes three odd orbitals to the minimal set: silicon $2p_z$, silicon $3p_z$, and the difference $(h_2-h_3)/\sqrt2$ of the hydrogen orbitals above and below the plane. With $n$, this makes $1+3\times3=10$ odd orbitals.

They hold 14 electrons, or seven pairs: three silicon core pairs, three π-type Si–H bonding pairs and the lone pair. Three empty combinations remain, one for each silyl group. The antibonding Si–H orbital lying in the plane is even and has no coupling to $n$.

The acceptor $a_i$ is the highest orbital obtained by diagonalizing $F$ among the three odd orbitals of one silyl group. Its weight is 0.613 on silicon $3p_z$ and 0.387 on the hydrogen pair, so it is an Si–H antibonding orbital and not a pure silicon orbital.

The word "three" therefore counts silyl groups, not bonds. To see the connection, let $\sigma_2^*$ and $\sigma_3^*$ be orthonormal antibonding orbitals of the two out-of-plane bonds. Reflection exchanges them and reverses $n$, so their couplings to $n$ are $f$ and $-f$. For the odd combination

$$a_i=\frac{\sigma_2^*-\sigma_3^*}{\sqrt2},\qquad
t=\frac{f-(-f)}{\sqrt2}=\sqrt2\,f .$$

Hence $t^2=2f^2$. If the coupling between $\sigma_2^*$ and $\sigma_3^*$ is neglected, so that all gaps are equal, one group interaction is the sum of two bond interactions. Counting both descriptions together would double the result.

### (b) The second-order stabilization

Keep $n$ and the three acceptors, and neglect $s$ for the moment. Write $\varepsilon_n$ and $\varepsilon_a$ for their diagonal Fock energies, so $\Delta=\varepsilon_a-\varepsilon_n$. For an orbital $c_n n+\sum_i c_i a_i$ of energy $\varepsilon$, the eigenvalue equations are

$$(\varepsilon_n-\varepsilon)c_n+t\sum_{i=1}^{3}c_i=0,$$

$$t c_n+(\varepsilon_a-\varepsilon)c_i=0 .$$

The second equation gives $c_i=-tc_n/(\varepsilon_a-\varepsilon)$. Inserting this into the first and dividing by $c_n$ gives

$$\varepsilon=\varepsilon_n-\frac{3t^2}{\varepsilon_a-\varepsilon}.$$

For weak coupling, $\varepsilon$ in the denominator may be replaced by $\varepsilon_n$. The orbital energy then falls by $3t^2/\Delta$. Two electrons occupy the orbital, so the stabilization, defined as a positive number, is

$$E_2=2\left(\frac{3t^2}{\Delta}\right)=3\left(\frac{2t^2}{\Delta}\right)=\frac{6t^2}{\Delta}.$$

The sign of $t$ depends on the phases chosen for the orbitals and disappears from $E_2$. The sign of the energy change does not: an occupied level is pushed down by empty levels above it.

For one silyl group,

$$\frac{2t^2}{\Delta}=\frac{2(0.3052)^2}{1.4475}\ \text{Ry}=0.1287\ \text{Ry},$$

and for all three

$$E_2=0.386\ \text{Ry}\approx507\ \text{kJ/mol}.$$

This is a large orbital interaction. It is the energy assigned to a coupling between chosen local orbitals, not the energy of a process that could be carried out on the molecule. Another definition of the local orbitals would change it.

### (c) Beyond second order

**The four-orbital problem.** Now restore $s$. The lowest orbital has equal coefficients $c_i=c$, and each acceptor is coupled to two others. Its equation becomes

$$tc_n+(\varepsilon_a+2s-\varepsilon)c=0 .$$

Define $D=\Delta+2s$ and the level lowering $x=\varepsilon_n-\varepsilon$. Then $\varepsilon_a+2s-\varepsilon=D+x$, so $c=-tc_n/(D+x)$. The equation for $n$ is $xc_n+3tc=0$, which gives

$$x(D+x)=3t^2,\qquad x^2+Dx-3t^2=0 .$$

The lowering is the positive root. Multiplied by two for the electron pair, it is

$$E_4=2x=\sqrt{D^2+12t^2}-D .$$

Here $D=1.4475-0.0574=1.3901$ Ry, and

$$E_4=\sqrt{(1.3901)^2+12(0.3052)^2}\ \text{Ry}-1.3901\ \text{Ry}\approx0.356\ \text{Ry}.$$

Thus $E_2$ exceeds the four-orbital result by about 8% of the latter. Two effects partly cancel. With $s=0$ the closed form gives 0.345 Ry, so the higher orders reduce the estimate from 0.386 Ry. The negative $s$ then lowers the symmetric acceptor combination and raises the stabilization to 0.356 Ry.

The first correction at $s=0$ follows from $\sqrt{1+y}=1+y/2-y^2/8+\cdots$ with $y=12t^2/\Delta^2$:

$$\Delta\left(\sqrt{1+y}-1\right)=\frac{6t^2}{\Delta}-\frac{18t^4}{\Delta^3}+\cdots .$$

Since $y\approx0.53$, the series converges, but the coupling is not very weak. In the opposite limit, $|t|\gg D$, the stabilization approaches $2\sqrt3\,|t|$. It grows linearly with the coupling, and the second-order formula fails.

**Charge transfer.** To first order, the coefficient of each acceptor is $-t/\Delta$. Two electrons and three acceptors give a charge loss from $n$ of

$$q_2=\frac{6t^2}{\Delta^2}=0.267 .$$

The four-orbital problem gives a better value. Its mixing angle $\phi$ between $n$ and the symmetric acceptor combination, whose coupling is $\sqrt3\,t$, obeys

$$\cos2\phi=\frac{D}{\sqrt{D^2+12t^2}} .$$

The charge lost is therefore

$$q_4=2\sin^2\phi=1-\cos2\phi=1-\frac{1.3901}{1.7465}\approx0.204 .$$

The Hartree–Fock density gives 0.206 electrons. The close agreement supports the four-orbital description of the charge. It does not show that every omitted coupling is small, because omitted contributions may cancel.

**The many-electron energy.** The estimates above use a fixed Fock operator. They do not give the change in the Hartree–Fock total energy, because the Fock operator contains the electron repulsion and itself changes when the density changes. A more direct measure is obtained by setting the three couplings $t$ to zero in the converged Fock matrix, filling its lowest orbitals again, and evaluating the full Hartree–Fock energy of the new determinant. The energy rises by 0.273 Ry, or about 359 kJ/mol. This is 0.71 times $E_2$.

The second-order estimate therefore has the same order of magnitude as the deletion energy, but even its first digit depends on the measure used. The difference from 0.273 Ry combines higher-order mixing, couplings to other occupied orbitals and changes in electron repulsion. These parts have not been separated.

### (d) Bending and the comparison with $W$

**Geometry.** Let every N–Si bond tilt by an angle $\tau$ below the original plane. The unit vectors $\mathbf u_i$ along the bonds have $z$ component $-\sin\tau$, and their horizontal parts have length $\cos\tau$ and are 120° apart. Hence

$$\cos\theta=\mathbf u_i\cdot\mathbf u_j=\sin^2\tau-\frac12\cos^2\tau
=\frac{3\sin^2\tau-1}{2},$$

$$\sin^2\tau=\frac{1+2\cos\theta}{3}.$$

**The bent lone pair.** Assume that nitrogen forms three equivalent orthonormal hybrids pointing along the bonds,

$$h_i=\alpha\,s_N+\beta\,p_{u_i},\qquad \alpha^2+\beta^2=1,$$

where $s_N$ is the nitrogen $2s$ orbital. Orthogonality of two hybrids requires $\alpha^2+\beta^2\cos\theta=0$. From the geometry,

$$\frac{\beta^2}{\alpha^2}=-\frac1{\cos\theta}=\frac{2}{1-3\sin^2\tau}
=\frac{2}{\cos^2\tau-2\sin^2\tau}.$$

The lone pair is the remaining orbital, $n=c\,s_N+d\,p_z$, with $c^2+d^2=1$. Its overlap with $h_i$ must vanish:

$$\alpha c-\beta d\sin\tau=0,\qquad
\frac{c^2}{d^2}=\frac{\beta^2}{\alpha^2}\sin^2\tau
=\frac{2\sin^2\tau}{\cos^2\tau-2\sin^2\tau}.$$

Adding numerator and denominator gives $\cos^2\tau$, so normalization leads to

$$c^2=2\tan^2\tau,\qquad d^2=1-2\tan^2\tau .$$

At $\theta=110^\circ$ the tilt is $18.9^\circ$ and the lone pair has an $s$ fraction of 0.235.

**The local coupling.** Let $\mathbf v_i$ be perpendicular to bond $i$ in the vertical plane containing that bond, pointing upward. It is the local π direction, and

$$\hat{\mathbf z}=\cos\tau\,\mathbf v_i-\sin\tau\,\mathbf u_i .$$

The acceptor, which tilts with its silyl group, is odd under reflection in the plane normal to $\mathbf v_i$. The orbitals $s_N$ and $p_{u_i}$ are even. If the field of the other two silyl groups is neglected, this reflection is a local symmetry, and the $\mathbf v_i$ part of $p_z$ alone couples to the acceptor. Assume also that the matrix element of $F$ between the nitrogen $p$ orbital along $\mathbf v_i$ and the acceptor keeps its planar value $t(120^\circ)$. The coupling is then $t(\theta)=d\cos\tau\,t(120^\circ)$, and

$$\frac{t^2(\theta)}{t^2(120^\circ)}
=\cos^2\tau\,(1-2\tan^2\tau)=1-3\sin^2\tau=-2\cos\theta .$$

The planar limit is 1. At $\theta=90^\circ$ the result is zero: the lone pair has become a pure $s$ orbital, without a component in the local π direction.

At $110^\circ$ this rule predicts 0.684, while the Fock couplings give $(0.2709/0.3052)^2=0.788$. The local picture gives the correct direction but exaggerates the loss of coupling.

**The loss of stabilization.** The gap also changes. The data show it rising from 1.4475 to 1.6270 Ry. Using the computed coupling and gap at $110^\circ$,

$$E_2(110^\circ)=\frac{6(0.2709)^2}{1.6270}\ \text{Ry}\approx0.271\ \text{Ry}.$$

The loss on bending is

$$L=E_2(120^\circ)-E_2(110^\circ)=0.1155\ \text{Ry}\approx152\ \text{kJ/mol},$$

which is 30% of the planar value. At $115^\circ$ the same calculation gives $E_2=0.327$ Ry and $L=0.059$ Ry, or about 78 kJ/mol.

**Which comparison is useful?** At $110^\circ$ the bending energy is

$$W=0.0380\ \text{Ry}\approx50\ \text{kJ/mol}.$$

The planar $E_2$ is about 10 times this energy. At $115^\circ$, where $W\approx21$ kJ/mol, the corresponding factor is 24. It changes because $E_2(120^\circ)$ is fixed while $W$ tends to zero as the molecule returns to the plane. The factor can be made as large as desired by choosing a small enough bend, so it does not measure why the molecule is planar.

The loss $L$ also vanishes in the planar limit and is the more relevant quantity. The ratio $L/W$ is 3.7 at $115^\circ$ and 3.0 at $110^\circ$. In this description, the weakening of the three interactions is more than large enough to account for the energy rise.

It cannot be the whole energy balance. Define the remainder by

$$R=W-L .$$

At $110^\circ$,

$$R=0.0380-0.1155=-0.0775\ \text{Ry}\approx-102\ \text{kJ/mol}.$$

With this accounting, all other changes together favour the bent molecule. They include rehybridization at nitrogen, electrostatics, repulsion between groups and the error of $E_2$ itself. The calculation does not divide $R$ among them.

The value of $R$ is uncertain for three further reasons. First, deletion of the couplings gave 0.71 times $E_2$ in the planar molecule. If the same factor were assumed at $110^\circ$, $L$ would fall to about 0.082 Ry. Deleting the three couplings directly at $110^\circ$, with the same assumed hybrid, raises the energy by 0.197 Ry. The loss on this measure is 0.076 Ry, about twice $W$ rather than three times. Second, bending removes the reflection symmetry used in part (a). The lone pair may then interact with acceptors that were forbidden in the plane. Such interactions with higher empty orbitals would add to the bent molecule's second-order stabilization and reduce the net loss. Third, $L$ depends on the hybrid form assumed for the bent lone pair. A lone pair with less $s$ character has a smaller gap and a larger coupling to the acceptors, and gives a smaller loss. The most highly occupied combination of nitrogen $2s$ and $2p_z$ in the Hartree–Fock density at $110^\circ$ has an $s$ fraction of 0.14, not 0.235; with it $L=0.081$ Ry, about twice $W$. With an $s$ fraction of 0.10, the loss measured by deletion is only 0.040 Ry, about equal to $W$. Outside this second-order accounting, even the sign of $R$ is therefore not settled.

The supported conclusion is therefore limited. In second order, and with the assumed hybrid lone pair, delocalization into the three π-type Si–H antibonding orbitals favours planarity, and the loss of this part exceeds the bending energy at both angles. The interactions that become allowed only on bending are left out of this loss. With the assumed hybrid, those with local σ-type N–Si and Si–H antibonding orbitals contribute about 0.03 Ry at $110^\circ$, which lowers the net second-order loss from 0.1155 to about 0.086 Ry. Neither $E_2>W$ nor $L>W$ proves that delocalization causes the planar structure.

### Relation to the real molecule

Trisilylamine does have a planar, or very nearly planar, NSi₃ skeleton, and the chosen bond lengths are close to typical values for it. The positive $W$ at both bent geometries agrees with that structure, although two angles do not establish a minimum against every distortion. The real molecule can also change its bond lengths and turn its silyl groups as it bends. The fixed-geometry $W$ is thus neither a measured bending energy nor an inversion barrier. Relaxation at a fixed angle $\theta$ cannot raise either the planar or the bent energy, but the data do not show which would fall more, so the direction of its effect on $W$ is not known. The numbers are also not converged with the basis. In def2-SVP, $W(110^\circ)$ rises from 50 to 55 kJ/mol, the planar $E_2$ falls from 507 to 495 kJ/mol, the deletion energy falls from 0.273 to 0.267 Ry, and $L/W$ at $110^\circ$ falls from 3.0 to 2.5. Electron correlation is absent from the data; frozen-core MP2 in the 6-31G* basis lowers $W(110^\circ)$ to about 39 kJ/mol. The effect of vibration has not been estimated. The value of 507 kJ/mol also depends on how the stabilization is measured: evaluating the full Hartree–Fock energy after deletion already changes it to about 359 kJ/mol.

The numerical output below gives the values for both bent geometries.

## Numbers as computed

```
N(SiH3)3, RHF/6-31G*, rigid geometry
N-Si length: 3.28 bohr; Si-H length: 2.80 bohr
planar total energy: -1852.97014 Ry
odd orbitals: 10; electrons in them: 14.0000
number of valence acceptors: 3
lone-pair energy: -0.7037 Ry
acceptor energy: 0.7437 Ry
gap: 1.4475 Ry
coupling t: -0.3052 Ry
acceptor-acceptor coupling s: -0.0287 Ry
acceptor weight on Si 3p: 0.613
acceptor weight on H pair: 0.387
one interaction 2t^2/gap: 0.1287 Ry
three interactions E2: 0.3862 Ry = 507.0 kJ/mol
four-orbital stabilization: 0.3565 Ry
energy rise on deleting couplings: 0.2732 Ry
deletion rise / E2: 0.707
charge lost, second order: 0.2668 electrons
charge lost, actual: 0.2064 electrons
Si-N-Si angle: 115 degrees
  bond tilt: 13.13 degrees
  lone-pair s fraction: 0.1088
  coupling t: -0.2889 Ry
  gap: 1.5313 Ry
  t^2 ratio, computed: 0.896
  t^2 ratio, -2 cos(theta): 0.845
  E2: 0.3270 Ry
  loss of E2: 0.0592 Ry = 77.7 kJ/mol
  bending energy W: 0.01596 Ry = 20.9 kJ/mol
  planar E2 / W: 24.20
  loss of E2 / W: 3.71
Si-N-Si angle: 110 degrees
  bond tilt: 18.94 degrees
  lone-pair s fraction: 0.2354
  coupling t: -0.2709 Ry
  gap: 1.6270 Ry
  t^2 ratio, computed: 0.788
  t^2 ratio, -2 cos(theta): 0.684
  E2: 0.2707 Ry
  loss of E2: 0.1155 Ry = 151.6 kJ/mol
  bending energy W: 0.03798 Ry = 49.9 kJ/mol
  planar E2 / W: 10.17
  loss of E2 / W: 3.04
```
